# Band edges and closed gaps of the Lamé potential 2m sn²: test program

```python
# Lame problem: -psi'' + V psi = E psi, V = 2 m sn^2(x|m), 0<m<1, period L = 2K(m).
# SI: X = ell*x, energy = eps*E, eps = hbar^2/(2 M ell^2).
# Claim: spectrum [m,1] U [1+m,inf); edge states dn, cn, sn; all higher gaps closed.
# u1,u2: even/odd fundamental solutions; y = m sn^2 + A = A u1^2 + c u2^2 with
# A = E-1-m, c = (E-1)(E-m), C = A c. Bloch phase per period theta = sqrt(C) int dx/|y|,
# D = trace of monodromy, dtheta/dE = L|E-E0|/(2 sqrt C), E0 = m + Ec/K,
# Ec = complete elliptic integral of the second kind. g: amplitude in V = g m sn^2.
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import ellipj, ellipk, ellipe, ellipkinc, elliprf, elliprj
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import hbar, m_e, e as qe

# symbolic algebra: eigenvalues and the constant A are solved for
s, c, d, ms, lam, As, Es = sp.symbols('s c d m lam A E')
Dx = lambda f: sp.expand(f.diff(s)*c*d - f.diff(c)*s*d - ms*f.diff(d)*s*c)
red = lambda f: sp.expand(sp.rem(sp.rem(sp.expand(f), c**2+s**2-1, c), d**2+ms*s**2-1, d))
Vs = 2*ms*s**2
for f, ev in ((d, ms), (c, sp.Integer(1)), (s, 1+ms)):
    sol = sp.solve(sp.cancel(red(-Dx(Dx(f)) + Vs*f - lam*f)/f), lam)
    assert len(sol) == 1 and sp.expand(sol[0]-ev) == 0
ys = ms*s**2 + As
sol = sp.solve(sp.cancel(red(Dx(Dx(Dx(ys))) - 4*(Vs-Es)*Dx(ys) - 2*Dx(Vs)*ys)/(s*c*d)), As)
assert len(sol) == 1 and sp.expand(sol[0]-(Es-1-ms)) == 0

# definition by inversion, derivative rules, eigen-equations, shifts by 2K
mp.mp.dps = 30
for m in (mp.mpf('0.2'), mp.mpf('0.9')):
    J = {k: (lambda x, k=k: mp.ellipfun(k, x, m=m)) for k in ('sn', 'cn', 'dn')}
    x = mp.quad(lambda p: 1/mp.sqrt(1-m*mp.sin(p)**2), [0, 1.1])
    S, Cn, Dn = J['sn'](x), J['cn'](x), J['dn'](x)
    assert abs(S-mp.sin(1.1)) < 1e-20 and abs(Cn-mp.cos(1.1)) < 1e-20
    for k, der, ev, sg in (('sn', Cn*Dn, 1+m, -1), ('cn', -S*Dn, 1, -1), ('dn', -m*S*Cn, m, 1)):
        assert abs(mp.diff(J[k], x)-der) < 1e-15
        assert abs(-mp.diff(J[k], x, 2) + (2*m*S**2-ev)*J[k](x)) < 1e-12
        assert abs(J[k](x+2*mp.ellipk(m)) - sg*J[k](x)) < 1e-20

def coef(E, m):
    A, cc = E-1-m, (E-1)*(E-m)
    return A, cc, A*cc

def theta(E, m):  # sqrt|C| int_0^L dx/|y| through the complete integral Pi(n|m)
    A, cc, C = coef(E, m)
    n = -m/A
    return 2*np.sqrt(abs(C))/abs(A)*(elliprf(0, 1-m, 1) + n/3*elliprj(0, 1-m, 1, 1-n))

def integrate(E, m):
    L = 2*ellipk(m)
    def rhs(x, u):
        w = 2*m*ellipj(x, m)[0]**2 - E
        return [u[1], w*u[0], u[3], w*u[2]]
    r = solve_ivp(rhs, (0, L), [1, 0, 0, 1], method='DOP853', rtol=1e-12, atol=1e-13,
                  t_eval=np.linspace(0, L, 401))
    u = r.y
    return r.t, u[0], u[2], np.array([[u[0, -1], u[2, -1]], [u[1, -1], u[3, -1]]])

def fourier(m, g=2.0):
    x = np.arange(512)*2*ellipk(m)/512
    return np.fft.fft(g*m*ellipj(x, m)[0]**2).real/512

NH = np.arange(-30, 31)
def bands(k, m, g=2.0, cos_only=False):
    Vn = fourier(m, g)
    if cos_only:
        Vn[2:-1] = 0
    H = Vn[(NH[:, None]-NH[None, :]) % 512] + np.diag((k+NH*np.pi/ellipk(m))**2)
    return np.linalg.eigh(H)

def gap(n, m, **kw):  # (lower, upper) edge of gap number n
    w = bands((n % 2)*np.pi/(2*ellipk(m)), m, **kw)[0]
    return w[n-1], w[n]

def masses(m):
    r = ellipe(m)/ellipk(m)
    return r*r/(1-m), -(m+r-1)**2/(m*(1-m)), (1-r)**2/m

for m in (0.2, 0.6, 0.9):
    K = ellipk(m); L = 2*K; G = np.pi/K; E0 = m+ellipe(m)/K
    assert abs(fourier(m)[0]/2 - (1-ellipe(m)/K)) < 1e-12 and 1 < E0 < 1+m
    low, band1 = [-1.0, m-0.15], [m+0.2*(1-m), m+0.7*(1-m)]
    ingap, band2 = [1+0.3*m, 1+0.8*m], [1.1+m, 2.7+m, 10+m]
    for E in low+band1+ingap+band2:
        A, cc, C = coef(E, m)
        x, u1, u2, M = integrate(E, m)
        y = m*ellipj(x, m)[0]**2 + A
        assert np.max(abs(A*u1**2+cc*u2**2-y)/(1+abs(A)*u1**2+abs(cc)*u2**2)) < 1e-8
        assert (np.min(u2[1:]) > 0) == (E < 1+m)  # comparison with sn
        if E not in ingap:
            q = quad(lambda t: 1/abs(m*ellipj(t, m)[0]**2+A), 0, L, epsabs=1e-12, epsrel=1e-12)[0]
            assert abs(theta(E, m)-np.sqrt(abs(C))*q) < 1e-8
        if C > 0:
            v = np.array([np.sqrt(abs(A)), 1j*np.sqrt(abs(cc))])
            assert np.max(abs(M@v-np.exp(1j*theta(E, m))*v)) < 1e-7*np.max(abs(v))
            h = 1e-5
            fd = (theta(E+h, m)-theta(E-h, m))/(2*h)
            assert abs(fd/(L*abs(E-E0)/(2*np.sqrt(C)))-1) < 1e-5
        elif E < m:
            assert abs(np.trace(M)/(2*np.cosh(theta(E, m)))-1) < 1e-8 and np.trace(M) > 2
        else:
            x0 = ellipkinc(np.arcsin(np.sqrt(-A/m)), m); mus = []
            for sg, zero in ((1, L-x0), (-1, x0)):
                v = np.array([np.sqrt(-A), sg*np.sqrt(cc)])
                mu = (M@v)[0]/v[0]; mus.append(mu)
                assert abs((M@v)[1]-mu*v[1]) < 1e-8
                ch = np.nonzero(np.diff(np.sign(v[0]*u1+v[1]*u2)))[0]
                assert len(ch) == 1 and abs(x[ch[0]]-zero) < 2*L/400
            assert abs(mus[0]*mus[1]-1) < 1e-8 and sum(mus) < -2-1e-4
    for E, sg in ((m, 1), (1.0, -1), (1+m, -1)):  # edges: |D|=2 but no second periodic state
        M = integrate(E, m)[3]
        assert abs(np.trace(M)-2*sg) < 1e-8 and np.max(abs(M-sg*np.eye(2))) > 1e-2
    for E, lim in ((m+1e-8, 0), (1-1e-8, np.pi), (1+m+1e-8, np.pi)):
        assert abs(theta(E, m)-lim) < 2e-3  # approach goes as sqrt(1e-8)
    xg = np.arange(256)*L/256
    sn, cn, dn, _ = ellipj(xg, m)
    for (k, b, ev, f), mm in zip(((0, 0, m, dn), (G/2, 0, 1, cn), (G/2, 1, 1+m, sn)), masses(m)):
        w, U = bands(k, m)
        psi = np.exp(1j*np.outer(xg, k+NH*G))@U[:, b]
        assert abs(w[b]-ev) < 1e-9
        assert abs(abs(np.vdot(psi, f))/(np.linalg.norm(psi)*np.linalg.norm(f))-1) < 1e-10
        cur = lambda h: (bands(k+h, m)[0][b]-w[b])/h**2
        assert abs((4*cur(2e-3)-cur(4e-3))/3*mm-1) < 1e-4
    for n in range(2, 7):
        En = brentq(lambda E: theta(E, m)-n*np.pi, 1+m+1e-6, 400, xtol=1e-13)
        lo, hi = gap(n, m)
        assert hi-lo < 1e-9 and abs(lo-En) < 1e-8
        assert np.max(abs(integrate(En, m)[3]-(-1)**n*np.eye(2))) < 1e-7
        w = bands((n % 2)*G/2+1e-3, m)[0]
        assert abs((w[n]-w[n-1])/2e-3/(2*np.sqrt(coef(En, m)[2])/(En-E0))-1) < 1e-5
    for kw in (dict(g=2.2), dict(cos_only=True)):  # controls: the second gap must open
        lo, hi = gap(2, m, **kw)
        assert hi-lo > 1e-4

m = 0.01  # leading-order laws, relative corrections of order m
for g in (1.0, 3.0, 4.0):
    Vn = fourier(m, g); lo, hi = gap(2, m, g=g)
    assert abs(Vn[1]/(-g*m/4)-1) < 0.03 and abs(Vn[2]/(-g*m*m/32)-1) < 0.03
    assert abs((hi-lo)/(g*abs(g-2)*m*m/32)-1) < 0.03
lo, hi = gap(2, m, cos_only=True)
assert abs((hi-lo)/(m*m/8)-1) < 0.03
print(f"m=0.01 cosine only: gap 2 = {hi-lo:.4e}, m^2/8 = {m*m/8:.4e} (eps)")
lo, hi = gap(2, m, g=3.0)
print(f"m=0.01 g=3: gap 2 = {hi-lo:.4e}, 3m^2/32 = {3*m*m/32:.4e} (eps)")

# worked example
m, ell = 0.6, 1.0e-10
K, Ec = ellipk(m), ellipe(m); L = 2*K; E0 = m+Ec/K; eps = hbar**2/(2*m_e*ell**2)
print(f"hbar = {hbar:.6e} J s, M = m_e = {m_e:.6e} kg")
print(f"m = {m}, ell = {ell:.1e} m")
print(f"eps = {eps:.5e} J = {eps/qe:.4f} eV")
print(f"K = {K:.6f}, Ec = {Ec:.6f}, Ec/K = {Ec/K:.6f}, E0 = {E0:.6f} (eps)")
print(f"L = {L:.6f}, period = {L*ell:.5e} m, amplitude 2m eps = {2*m*eps:.5e} J")
e1, e2 = gap(1, m); eb = bands(0, m)[0][0]
for name, v in (('dn edge', eb), ('cn edge', e1), ('sn edge', e2),
                ('band 1 width', e1-eb), ('gap 1', e2-e1)):
    print(f"{name}: {v:.8f} eps = {v*eps:.5e} J = {v*eps/qe:.4f} eV")
E = 0.8; A, cc, C = coef(E, m); th = theta(E, m)
print(f"E = {E} eps: A = {A:.4f}, c = {cc:.4f}, C = {C:.5f}, n = -m/A = {-m/A:.4f}")
print(f"  Pi(n|m) = {th*abs(A)/(2*np.sqrt(C)):.6f}, theta = {th:.6f} rad")
print(f"  k = {th/(L*ell):.5e} 1/m")
print(f"  2cos(theta) = {2*np.cos(th):.8f}, ODE trace = {np.trace(integrate(E, m)[3]):.8f}")
E = 1.3; A, cc, C = coef(E, m); M = integrate(E, m)[3]
mu = np.sort(np.linalg.eigvals(M).real)
print(f"E = {E} eps: A = {A:.4f}, c = {cc:.4f}, C = {C:.5f}, D = {np.trace(M):.6f}")
print(f"  multipliers = {mu[0]:.6f}, {mu[1]:.6f}")
print(f"  amplitude decay length = {L*ell/np.log(-mu[0]):.4e} m")
for n in range(2, 6):
    En = brentq(lambda E: theta(E, m)-n*np.pi, 1+m+1e-6, 400, xtol=1e-13)
    lo, hi = gap(n, m)
    print(f"E_{n} = {En:.7f} eps (plane waves {lo:.7f}, splitting {hi-lo:.0e} eps)")
    if n == 2:
        C = coef(En, m)[2]; slope = 2*np.sqrt(C)/(En-E0)
        print(f"  E_2 = {En*eps:.5e} J = {En*eps/qe:.4f} eV")
        print(f"  C = {C:.5f}, dE/dk = {slope:.5f} eps ell, v = {slope*eps*ell/hbar:.4e} m/s")
for name, v in zip(('dn', 'cn', 'sn'), masses(m)):
    print(f"effective mass at {name} edge: {v:.5f} m_e")
Vn = fourier(m)
print(f"V_0 = {Vn[0]:.6f}, V_1 = {Vn[1]:.6f}, V_2 = {Vn[2]:.6f} (eps), G = {np.pi/K:.6f} (1/ell)")
for name, kw in (('g=2.2', dict(g=2.2)), ('cosine only', dict(cos_only=True))):
    lo, hi = gap(2, m, **kw)
    print(f"control {name}: gap 2 = {hi-lo:.5f} eps = {(hi-lo)*eps:.4e} J")
print("done: every assertion held")
```

Printed output:

```
m=0.01 cosine only: gap 2 = 1.2563e-05, m^2/8 = 1.2500e-05 (eps)
m=0.01 g=3: gap 2 = 9.4221e-06, 3m^2/32 = 9.3750e-06 (eps)
hbar = 1.054572e-34 J s, M = m_e = 9.109384e-31 kg
m = 0.6, ell = 1.0e-10 m
eps = 6.10426e-19 J = 3.8100 eV
K = 1.949568, Ec = 1.298428, Ec/K = 0.666008, E0 = 1.266008 (eps)
L = 3.899135, period = 3.89914e-10 m, amplitude 2m eps = 7.32512e-19 J
dn edge: 0.60000000 eps = 3.66256e-19 J = 2.2860 eV
cn edge: 1.00000000 eps = 6.10426e-19 J = 3.8100 eV
sn edge: 1.60000000 eps = 9.76682e-19 J = 6.0960 eV
band 1 width: 0.40000000 eps = 2.44171e-19 J = 1.5240 eV
gap 1: 0.60000000 eps = 3.66256e-19 J = 2.2860 eV
E = 0.8 eps: A = -0.8000, c = -0.0400, C = 0.03200, n = -m/A = 0.7500
  Pi(n|m) = 4.211394, theta = 1.883393 rad
  k = 4.83028e+09 1/m
  2cos(theta) = -0.61506031, ODE trace = -0.61506031
E = 1.3 eps: A = -0.3000, c = 0.2100, C = -0.06300, D = -2.535976
  multipliers = -2.047599, -0.488377
  amplitude decay length = 5.4406e-10 m
E_2 = 3.2872221 eps (plane waves 3.2872221, splitting 2e-14 eps)
  E_2 = 2.00661e-18 J = 12.5243 eV
  C = 10.37013, dE/dk = 3.18647 eps ell, v = 1.8445e+06 m/s
E_3 = 6.5191354 eps (plane waves 6.5191354, splitting 2e-13 eps)
E_4 = 11.0593929 eps (plane waves 11.0593929, splitting 8e-14 eps)
E_5 = 16.9002719 eps (plane waves 16.9002719, splitting 2e-13 eps)
effective mass at dn edge: 1.10892 m_e
effective mass at cn edge: -0.29483 m_e
effective mass at sn edge: 0.18592 m_e
V_0 = 0.667984, V_1 = -0.297096, V_2 = -0.033771 (eps), G = 1.611430 (1/ell)
control g=2.2: gap 2 = 0.00723 eps = 4.4132e-21 J
control cosine only: gap 2 = 0.06647 eps = 4.0576e-20 J
done: every assertion held
```
